Compound Stability at Zero Temperature and the Convex Hull of Formation Energies

**1. Why the sign of the formation energy is not enough**

Suppose that a compound AB3 has a formation energy of −80 meV/atom. It lies below the pure elements A and B in energy, and one might conclude that it is stable. Suppose also that a compound AB exists with −200 meV/atom. A sample of composition AB3 can then separate into AB and pure B, with half of its atoms in each. The energy of that mixture is ½(−200) + ½(0) = −100 meV/atom, which is 20 meV/atom lower than that of AB3. The negative formation energy rules out decomposition into the elements, but not decomposition into AB and B.

A correct criterion must compare the compound with every mixture that has the same overall composition. There are in general infinitely many such mixtures, since the shares of three or more phases can vary continuously at fixed overall composition. The lever rule reduces the comparison to a geometrical one: the compound is stable when its point, in a plot of formation energy against composition, lies on the lower convex envelope of the points of all phases.

**2. Phases, mixtures and the meaning of stability**

Consider a finite list of phases made of A and B atoms. Phase i has a fixed atom fraction x_i of B and an energy e_i per atom. The list includes both elements in their lowest-energy forms, with energies e_A and e_B per atom. Different crystal structures of the same composition count as different phases. The formation energy per atom is

f_i = e_i − (1 − x_i) e_A − x_i e_B.  (1)

It is zero for the two reference elements, and negative when the phase lies below the separated elements.

The temperature and the pressure are zero, so the quantity to be minimised is the energy. Zero-point energy is either included in every e_i or neglected in all of them. The pieces of each phase are macroscopic and free of mutual strain, so that interface and elastic energies can be dropped and the energies of the pieces add.

Let w_i be the fraction of all atoms that belong to phase i. A mixture with overall B fraction X satisfies

w_i ≥ 0, Σ_i w_i = 1, Σ_i w_i x_i = X.  (2)

The last condition counts the B atoms. The energy per atom of the mixture is Σ_i w_i e_i. Its formation energy, with the same elemental reference, is

F = Σ_i w_i e_i − (1 − X) e_A − X e_B.  (3)

By (2), X = Σ_i w_i x_i and 1 − X = Σ_i w_i (1 − x_i). Inserting both into (3) gives

F = Σ_i w_i [e_i − (1 − x_i) e_A − x_i e_B] = Σ_i w_i f_i.  (4)

Formation energies therefore average in the same way as total energies, because the reference is linear in composition. At fixed X the subtracted reference is the same for every mixture, so comparing values of F is the same as comparing total energies.

A compound c, with 0 < x_c < 1, is called stable if no mixture of listed phases with X = x_c has a lower energy:

f_c ≤ F for every mixture with X = x_c.  (5)

This definition concerns energies, not rates. A compound that violates (5) may still survive for a long time if the atoms cannot rearrange.

**3. The lever rule**

Take two phases α and β with x_α < X < x_β. Conditions (2) become w_α + w_β = 1 and w_α x_α + w_β x_β = X. Substituting w_α = 1 − w_β in the second gives x_α + w_β (x_β − x_α) = X, so that

w_β = (X − x_α)/(x_β − x_α), w_α = (x_β − X)/(x_β − x_α).  (6)

This is the lever rule. Each phase receives a share proportional to the distance of X from the other phase. With (4), the energy of the mixture is

F = f_α + w_β (f_β − f_α) = f_α + (f_β − f_α)(X − x_α)/(x_β − x_α).  (7)

As a function of X this is the straight line through (x_α, f_α) and (x_β, f_β). Every two-phase mixture is thus a point on the chord joining its two phases.

**4. Two phases are enough**

Mixtures of three or more phases cannot go below the best single phase or pair. To see this, start from any mixture. If several of its phases have the same composition, move all their atoms into the lowest of them. This leaves X unchanged and does not raise F.

If three or more phases remain, pick three of them, i, j and k, with different compositions and positive weights. Change their weights by t d_i, t d_j and t d_k, where

d_i = x_j − x_k, d_j = x_k − x_i, d_k = x_i − x_j.  (8)

The sum of the three is zero, so the total weight is conserved. The number of B atoms is conserved too, since

d_i x_i + d_j x_j + d_k x_k = x_i x_j − x_i x_k + x_j x_k − x_i x_j + x_i x_k − x_j x_k = 0.  (9)

The energy changes by

ΔF = t (d_i f_i + d_j f_j + d_k f_k),  (10)

which is linear in t. At least one sign of t therefore does not raise F. The three numbers d are non-zero and add to zero, so for either sign of t some weight decreases. Increase |t| until the first weight reaches zero. At least one phase has then disappeared, X is unchanged, and F has not increased. Repeating the step leaves at most two phases.

For a given X there are finitely many suitable single phases and pairs, and the lever rule fixes the weights of each pair. There is at least one candidate, because A and B are in the list. The lowest mixture energy

h(X) = min F over all mixtures of composition X  (11)

therefore exists, and it is attained by one phase or by one pair.

**5. The lowest mixture energy is the lower convex envelope**

A function g is convex if, for 0 ≤ λ ≤ 1,

g((1 − λ)X₁ + λX₂) ≤ (1 − λ) g(X₁) + λ g(X₂).  (12)

Its graph never rises above its own chords. The lower convex envelope of a set of points is the largest convex function that lies nowhere above them. It is the lower boundary of their convex hull, and is often simply called the hull. Three facts show that h is this function.

First, h is convex. Take a lowest mixture at X₁ and a lowest mixture at X₂, and combine them with shares 1 − λ and λ of the atoms. The result is a mixture of composition (1 − λ)X₁ + λX₂ and energy (1 − λ)h(X₁) + λh(X₂). The minimum at that composition cannot be higher, which is (12) for h.

Second, h lies nowhere above the points. Phase i alone is an allowed mixture at x_i, so

h(x_i) ≤ f_i.  (13)

Third, no other convex function with this property is larger anywhere. Let g be convex with g(x_i) ≤ f_i for all i. By Section 4, h(X) is attained by a single phase or by a pair. For a pair α, β with the weights (6),

g(X) ≤ w_α g(x_α) + w_β g(x_β) ≤ w_α f_α + w_β f_β = h(X).  (14)

The first inequality is convexity, and the second uses g(x_i) ≤ f_i with positive weights. For a single phase, g(X) ≤ f_i = h(X) directly. Hence g ≤ h everywhere.

**6. The stability criterion**

If c is stable, (5) holds for every mixture at x_c, including the lowest one, so f_c ≤ h(x_c). Relation (13) gives h(x_c) ≤ f_c. Together they require

f_c = h(x_c).  (15)

Conversely, if (15) holds, every mixture at x_c has F ≥ h(x_c) = f_c, which is (5). A compound is therefore stable exactly when its formation energy lies on the lower convex envelope of all listed phases, the compound itself included.

The last clause matters. Let h′ be the envelope of the competitors alone, with c removed from the list. Consider a mixture at x_c that contains c with weight w_c < 1. The other phases hold a share 1 − w_c of the atoms, and by (2) they satisfy

Σ_{i≠c} w_i x_i = x_c − w_c x_c = (1 − w_c) x_c.  (16)

The remainder thus has composition x_c as well. If R is its energy per atom, then R ≥ h′(x_c) and

F = w_c f_c + (1 − w_c) R ≥ min[f_c, h′(x_c)].  (17)

Both values in the bracket can be reached, one by pure c and the other by the best competing mixture. Therefore

h(x_c) = min[f_c, h′(x_c)].  (18)

Define the decomposition energy

D = f_c − h′(x_c).  (19)

With (18), the height of the compound above the full envelope is f_c − h(x_c) = max(D, 0). Three cases follow:

- D < 0: the compound lies below the envelope of its competitors and is strictly stable. Every other mixture at x_c costs energy.
- D = 0: the compound is degenerate with a competing mixture. It satisfies (5), but only as a tie.
- D > 0: the compound is unstable, and D is the energy per atom released when it decomposes into the best competing mixture.

A mixture of A and B alone has F = 0, so h ≤ 0 at every composition. A stable compound must therefore have f_c ≤ 0. This condition is necessary, but AB3 in Section 1 shows that it is not sufficient.

**7. Slopes and chemical potentials**

The criterion can also be read from slopes. Let α lie to the left of c and β to its right, and define

s_αc = (f_c − f_α)/(x_c − x_α), s_cβ = (f_β − f_c)/(x_β − x_c).  (20)

Since w_α + w_β = 1, the mixture of α and β at x_c has

F − f_c = w_β (f_β − f_c) − w_α (f_c − f_α).  (21)

Insert the weights (6) with X = x_c, and replace the energy differences by means of (20). Both terms then contain the same product of distances:

F − f_c = [(x_c − x_α)(x_β − x_c)/(x_β − x_α)] (s_cβ − s_αc).  (22)

The bracket is positive, so this pair does not undercut c when s_αc ≤ s_cβ. Let s_lo be the largest slope s_αc from the left and s_hi the smallest slope s_cβ to the right. By Section 4 only single phases and pairs need checking. Hence c is stable exactly when it has the lowest energy among phases of its own composition and

s_lo ≤ s_hi.  (23)

For a stable compound, choose s between s_lo and s_hi. A phase to the right has f_i − f_c ≥ s_hi (x_i − x_c) ≥ s (x_i − x_c). A phase to the left has f_c − f_i ≤ s_lo (x_c − x_i) ≤ s (x_c − x_i). Both rearrange to

f_i − s x_i ≥ f_c − s x_c.  (24)

The line of slope s through the point of c therefore lies nowhere above any phase. Its values at x = 0 and x = 1 are μ_A = f_c − s x_c and μ_B = f_c + s(1 − x_c). These are chemical potentials measured from the elements, and their difference is μ_B − μ_A = s. Outside the interval (24) fails. If s < s_lo, the phase α that gives s_lo has f_c − f_α = s_lo (x_c − x_α) > s (x_c − x_α), so f_α − s x_α < f_c − s x_c. If s > s_hi, the phase β that gives s_hi undercuts c in the same way. The interval from s_lo to s_hi is therefore the range of this difference over which c is a lowest phase, in the sense that it minimises f_i − s x_i. This is the quantity to be minimised when the total number of atoms is fixed and an A atom can be exchanged for a B atom with a reservoir at energy s. For each such s, the values of μ_A and μ_B at which c is in equilibrium are those read off the line through its point.

**8. Worked example**

The following energies are round model parameters, not those of a particular alloy. The elements have −3.00 eV (A) and −4.00 eV (B) per atom. The compounds have, per formula unit, −13.48 eV (A3B), −10.42 eV (A2B), −7.40 eV (AB), −7.34 eV (AB*, a second structure of AB) and −15.32 eV (AB3).

For AB3, equation (1) gives

f = −15.32/4 − 0.25(−3.00) − 0.75(−4.00) = −3.83 + 3.75 = −0.08 eV = −80 meV/atom.

The same arithmetic gives −120 for A3B, −140 for A2B, −200 for AB and −170 for AB*, all in meV/atom. All five values are negative, yet only A3B and AB are stable.

**AB3.** The best competing mixture is AB with B. The lever rule gives w_B = (0.75 − 0.50)/(1 − 0.50) = 0.50, so h′ = 0.50(−200) = −100 meV/atom and D = −80 + 100 = 20 meV/atom, or 1.93 kJ per mole of atoms. Total energies agree: AB3 → AB + 2B takes −15.32 eV to −7.40 − 8.00 = −15.40 eV, a release of 0.08 eV for four atoms.

**A2B.** The best competing mixture is A3B with AB. Here w_AB = (1/3 − 1/4)/(1/2 − 1/4) = 1/3, and

h′ = (2/3)(−120) + (1/3)(−200) = −146.67 meV/atom.

Thus D = −140 + 146.67 = 6.67 meV/atom, or 0.643 kJ per mole of atoms. Per atom, A2B is more strongly bound relative to the elements than A3B, but it is A3B that is stable.

**A3B.** The best competing mixture is A with A2B, at 0.75(−140) = −105 meV/atom, so D = −120 + 105 = −15 meV/atom. The phase A2B enters here although it is itself unstable, because h′ is built from all competitors once A3B has been removed.

**AB and AB\*.** Each is the best competitor of the other, with D = −30 meV/atom for AB and +30 meV/atom for AB*. The slopes of AB* are s_lo = −180 and s_hi = 340 meV/atom, which satisfy (23). It is nevertheless unstable, because AB has the same composition and a lower energy. The separate condition stated before (23) is therefore needed.

The slope intervals of the stable compounds are −480 to −320 meV/atom for A3B and −320 to 400 meV/atom for AB. They meet at −320 meV/atom, the slope of the chord between the two compounds, where both are lowest. For A2B, s_lo = −240 exceeds s_hi = −360 meV/atom, and no value of s makes it a lowest phase.

If the energy of A2B is lowered to −10.44 eV per formula unit, its formation energy becomes −146.67 meV/atom. Its point then lies on the chord, D = 0, and its slope interval, empty before, now consists of the single value −320 meV/atom. This is the tie of Section 6.

The numerical check compares the lever-rule search with a direct minimisation of total energy under atom conservation, and with the geometrical envelope, for this example and for random lists of phases.

**9. Conditions on the result**

The verdict is relative to the list. Adding a phase enlarges the set of allowed mixtures, so h can fall but cannot rise as long as the elemental reference energies are kept fixed. A compound found unstable stays unstable, while one found stable may be overturned by a phase that was missing.

The verdict also depends on the accuracy of the energies. If every formation energy is wrong by at most δ, each average (4) is wrong by at most δ, and so is the minimum h′. The error of D is then at most 2δ. For A2B, with D = 6.67 meV/atom, the verdict is secure if δ is below about 3.3 meV/atom.

At non-zero pressure the energies must be replaced by enthalpies at that pressure, and at non-zero temperature by Gibbs free energies. A phase whose composition can vary then contributes a curve instead of a point. In very small particles, or where the phases strain one another, interface and elastic energies may not be negligible. If these energies depend on the shares or the arrangement of the phases, the energy of a mixture is in general no longer the average (4), and the chord construction loses its basis.

Computed values

```
Model energies (AB* is a second form of AB)
A    E =   -3.00 eV/formula unit, x = 0.0000, f =     0.00 meV/atom
B    E =   -4.00 eV/formula unit, x = 1.0000, f =     0.00 meV/atom
A3B  E =  -13.48 eV/formula unit, x = 0.2500, f =  -120.00 meV/atom
A2B  E =  -10.42 eV/formula unit, x = 0.3333, f =  -140.00 meV/atom
AB   E =   -7.40 eV/formula unit, x = 0.5000, f =  -200.00 meV/atom
AB*  E =   -7.34 eV/formula unit, x = 0.5000, f =  -170.00 meV/atom
AB3  E =  -15.32 eV/formula unit, x = 0.7500, f =   -80.00 meV/atom
Envelope h of all phases, height f-h, D: all in meV/atom
A3B  h =  -120.00, height =   0.00, D =  -15.00, stable
A2B  h =  -146.67, height =   6.67, D =    6.67, unstable
AB   h =  -200.00, height =   0.00, D =  -30.00, stable
AB*  h =  -200.00, height =  30.00, D =   30.00, unstable
AB3  h =  -100.00, height =  20.00, D =   20.00, unstable
Lowest competing mixture (atom fractions; energy in meV/atom)
A3B  -> 0.2500 A + 0.7500 A2B: -105.00
A2B  -> 0.6667 A3B + 0.3333 AB: -146.67
AB   -> 1.0000 AB*: -170.00
AB*  -> 1.0000 AB: -200.00
AB3  -> 0.5000 AB + 0.5000 B: -100.00
Slope windows (meV/atom per unit x)
A3B  s_lo =  -480.00, s_hi =  -320.00
A2B  s_lo =  -240.00, s_hi =  -360.00
AB   s_lo =  -320.00, s_hi =   400.00
AB*  s_lo =  -180.00, s_hi =   340.00
AB3  s_lo =   480.00, s_hi =   320.00
Tie: A2B at E = -10.44 eV/formula unit, f = -146.67 meV/atom, |D| = 0.00 meV/atom
Tie: common slope = -320.00 meV/atom per unit x
A2B height = 0.643 kJ per mol of atoms
AB3 height = 1.930 kJ per mol of atoms
Random compounds tested: 320, stable: 96
Random compounds with f < 0 but unstable: 215
Random eight-phase mixtures reduced to two phases: 200
```
